Temperature dependence of shrinkage magnetoresistance in Mott and Efros-Shklovskii hopping

**Question**

I am trying to show that the weak-field magnetoresistance caused by wavefunction shrinkage, written as ln[R(B)/R(0)], varies as T^(−3/4) for three-dimensional Mott hopping but as T^(−3/2) for Efros-Shklovskii hopping.

I understand that a magnetic field squeezes the tail of a localized state, so that a hop of length r becomes harder. But the field also changes which hops the current chooses, and I don't see how to include that readjustment. Nor do I see why the same squeezing should give two different powers of T. Could someone derive both, and show how large the effect is for realistic numbers?

**Answer**

The route is to find what the field does to one hop, and then rescale the whole hopping network. The rescaling takes care of the readjustment.

**1. The tail of one localized state**

I use units ħ = e = m = 1, where m is an isotropic effective mass. The magnetic length λ then satisfies B = 1/λ². In ordinary units λ = (ħ/eB)^(1/2).

Put a short-range centre at the origin, with B along z and A = ½ B × r. Hold the energy at −1/(2a²), where a is the localization length. Away from the centre,

(−i∇ + A)²ψ = −ψ/a².

Write ψ = exp(−S). Since ∇·A = 0, this becomes

(∇S)² − ∇²S − 2iA·∇S = 1/a² + A².

The state is symmetric about the z axis, while A points around that axis. Hence A·∇S = 0, and no term linear in B survives. With θ the angle between r and B,

A² = B²r² sin²θ/4 = r² sin²θ/(4λ⁴).

At zero field ψ ∝ exp(−r/a)/r, so S₀ = r/a + ln r. Set S = S₀ + S₂, with S₂ of order B², and drop (∇S₂)², which is of order B⁴:

2(1/a + 1/r) ∂S₂/∂r − ∇²S₂ = r² sin²θ/(4λ⁴).

For r ≫ a the leading balance is (2/a) ∂S₂/∂r = r² sin²θ/(4λ⁴). Integrating from the origin gives

S₂ ≈ a r³ sin²θ/(24λ⁴).

The full equation also has a closed solution. Try

S₂ = [a r³ sin²θ + αr² + βr]/(24λ⁴).

Using ∇²(r³ sin²θ) = r(6 sin²θ + 4), ∇²r² = 6 and ∇²r = 2/r, the left side times 24λ⁴ is

6r² sin²θ − 4ar + 4αr/a − 2α + 2β/a.

The first term reproduces the right side. The others cancel if α = a² and β = a³. Therefore

S₂ = [a r³ sin²θ + a²r² + a³r]/(24λ⁴).

The last two terms are smaller than the first by a/r and (a/r)², apart from the angular factor. I keep the first term for the power law and return to the others in the example.

The tunnelling amplitude between two short-range centres is proportional to this tail. Moving the gauge origin changes its phase, not its magnitude. The hopping rate contains the squared amplitude, so the exponent of a hop increases by

δ = 2S₂ ≈ a r³ sin²θ/(12λ⁴).

**2. From one hop to the resistance**

A hop between sites i and j has a resistance proportional to exp(ξ_ij), with

ξ_ij = 2r/a + δ + ε_ij/kT.

For site energies E measured from the Fermi level, without interactions,

ε_ij = (|E_i| + |E_j| + |E_i − E_j|)/2.

These resistances are spread over many powers of ten. Connect the pairs in order of increasing ξ_ij. The sample resistance is then set by the value ξ at which a connected path first crosses the sample:

R ∝ exp(ξ).

I neglect changes in the prefactor, so ln[R(B)/R(0)] = Δξ = ξ(B) − ξ₀, where ξ₀ is the zero-field threshold.

A pair is connected if ξ_ij ≤ ξ. Measure lengths and energies in the largest values this allows:

s = 2r/(aξ),  w_ij = ε_ij/(kTξ).

Substituting r = aξs/2 into δ gives

δ = (a/12λ⁴)(aξs/2)³ sin²θ = ξ³(a/λ)⁴ s³ sin²θ/96.

After division by ξ, the connection condition is

s + η s³ sin²θ + w_ij ≤ 1,  η = ξ²(a/λ)⁴/96.

All dependence on the field is now in η. Weak field means η ≪ 1.

**3. Mott hopping**

Let the density of states g be constant over the energies used. The number of sites in a small range of position and energy is

g d³r dE = g(aξ/2)³(kTξ) d³s dw = (g kT a³ξ⁴/8) d³s dw,

where w = E/(kTξ). For sites placed independently at random, this density and η fully specify the scaled problem. A crossing path therefore first appears when

g kT a³ξ⁴ = β(η),

where β is a pure number for given η. At zero field this is Mott's law:

ξ₀ = (T_M/T)^(1/4),  kT_M = β(0)/(g a³).

For small η write β(η) = β(0)(1 + cη). Then

ξ⁴ = ξ₀⁴(1 + cη), so ξ ≈ ξ₀(1 + cη/4).

To first order η may be evaluated at ξ₀, so

Δξ = cηξ₀/4 = (c/384)(a/λ)⁴ξ₀³.

With t = c/384,

ln[R(B)/R(0)] = t(a/λ)⁴(T_M/T)^(3/4).

At fixed B and a this varies as T^(−3/4). The readjustment of the hops has not been ignored: β(η) is the threshold of the network after every pair has been changed by the field.

**4. Efros-Shklovskii hopping**

Now let all relevant energies lie inside the Coulomb gap. Moving an electron from an occupied site to an empty one must not lower the energy of the ground state:

E_j − E_i − 1/(κr) ≥ 0,

where κ is the relative permittivity and the units now also have 4πε₀ = 1. States within an energy E of the Fermi level on opposite sides must thus be at least about 1/(κE) apart. Their density is then at most of order (κE)³, which suggests g(E) = Cκ³E². I take this quadratic law, with C a pure number, as the definition of the Efros-Shklovskii regime.

In scaled variables, with w = E/(kTξ),

g(E) d³r dE = (C/8)(κ a kT ξ²)³ w² d³s dw.

The Coulomb energy of a pair, in units of kTξ, is

[1/(κr)]/(kTξ) = 2/[(κ a kT ξ²)s].

Both contain the same combination, κ a kT ξ². The threshold condition is therefore

κ a kT ξ² = γ(η), with γ(η) = γ(0)(1 + c′η).

At zero field,

ξ₀ = (T_ES/T)^(1/2),  kT_ES = γ(0)/(κa).

With the field, ξ² = ξ₀²(1 + c′η), and hence

Δξ = c′ηξ₀/2 = (c′/192)(a/λ)⁴ξ₀³.

Renaming c′/192 as t for this regime,

ln[R(B)/R(0)] = t(a/λ)⁴(T_ES/T)^(3/2).

This is the T^(−3/2) law. Coulomb correlations change the number t but not this scaling.

**5. Why the powers differ**

The squeezing is the same in both cases: δ grows as r³, and the relevant hop length grows as aξ₀. Both magnetoresistances therefore vary as ξ₀³. What differs is how fast hops lengthen on cooling. In the Coulomb gap, states become scarce near the Fermi level, so a narrower energy window forces a larger increase in distance.

For independent sites with g ∝ |E|^p, the scaled density is proportional to (kTξ)^(p+1)(aξ)³. Keeping it fixed gives

ξ₀ ∝ T^[−(p+1)/(p+4)],
Δξ ∝ T^[−3(p+1)/(p+4)].

The values p = 0 and p = 2 return −3/4 and −3/2. In nearest-neighbour hopping, by contrast, the concentration N fixes the critical distance at about 0.865 N^(−1/3), and sin²θ averages to 2/3. Then Δξ is about 0.04 a/(Nλ⁴) and does not depend on temperature.

**6. Is the first-order coefficient nonzero?**

Scaling alone would allow c = 0, which would spoil the result. An upper bound on the shift is easy to find. A connected pair has s ≤ 1, so s³ sin²θ ≤ s. The field therefore raises the threshold by no more than replacing a with a/(1 + η) in the tunnelling term. Since ξ₀ ∝ a^(−3/4) for Mott hopping and a^(−1/2) for Efros-Shklovskii hopping,

Mott: Δξ ≤ 3ηξ₀/4, so t ≤ 1/128;
Efros-Shklovskii: Δξ ≤ ηξ₀/2, so t ≤ 1/192.

The actual coefficient needs a percolation calculation. I placed sites at random in a box, 2000 per sample for constant g and 5000 for g ∝ E², and connected them in order of ξ_ij with and without the leading δ. There were 80 samples at each of two temperatures differing by a factor of 16. The field was the same at both temperatures: (a/λ)⁴ = 0.005 for constant g and 0.003 for g ∝ E². No temperature law was supplied.

- Constant g: ln[R(B)/R(0)] varied as T to the power −0.75 ± 0.02, with t ≈ 0.0030.
- Quadratic g: the power was −1.49 ± 0.03, with t ≈ 0.0010.

The uncertainties are sampling errors. Halving the number of sites changed t by 7 % and −8 %, sampling noise included. The boxes are small and t also depends on how their faces are treated, so take both coefficients as good to about 20 %. Both coefficients are positive and below their bounds. The second comes from independent sites, so it is a model coefficient and not that of a correlated Coulomb glass.

**7. Numbers for two cases**

For Mott hopping, take round parameters in the rough regime of defect states in amorphous silicon: a = 1 nm, T_M = 2×10⁷ K and B = 10 T. Then λ = 8.11 nm and (a/λ)⁴ = 2.31×10⁻⁴. At 40 K,

ξ₀ = (2×10⁷/40)^(1/4) = 26.6,
ln[R(B)/R(0)] = 0.0030 × 2.31×10⁻⁴ × 26.6³ ≈ 0.013.

The resistance rises by about 1.3 %. At 80 K the logarithm is 0.0077, smaller by the expected factor 2^(3/4) ≈ 1.7.

For Efros-Shklovskii hopping, take the rough regime of compensated gallium-doped germanium: a = 10 nm, T_ES = 300 K and B = 0.5 T. Then λ = 36.3 nm and (a/λ)⁴ = 5.77×10⁻³. At 0.5 K,

ξ₀ = (300/0.5)^(1/2) = 24.5,
ln[R(B)/R(0)] = 0.00099 × 5.77×10⁻³ × 24.5³ ≈ 0.084.

At 1 K it is 0.030, smaller by 2^(3/2) ≈ 2.8. Here t comes from independent sites, while T_ES = 300 K corresponds to γ(0) ≈ 2.9. The independent-site model with C = 3/π would give γ(0) ≈ 7.6, so these two figures are estimates of scale.

These values use the leading r³ term. The other two terms of S₂ grow more slowly with r, so they matter more at higher temperature, where hops are shorter. To first order, their effect is their average over the critical bonds, meaning the bonds that complete the crossing paths:

- Mott: they add 16 % at 40 K and 19 % at 80 K. From these terms alone, the local power of T between these temperatures would be −0.71.
- Efros-Shklovskii: they add 24 % at 0.5 K and 36 % at 1 K. From these terms alone, the local power would be −1.37.

These figures show the size of one correction and do not predict the measured power. The factor 1/r in the zero-field tail adds 2 ln(r/a) to the hop exponent, which ξ_ij leaves out. It favours shorter hops and so lowers the shift, again by a relative amount of order a/r. Included in the percolation problem at the same temperatures, it lowers the leading term by roughly 8–10 % for Mott hopping and 24–30 % for Efros-Shklovskii hopping. That offsets about half of the increase in the first case and essentially all of it in the second, and the local powers return to about −0.74 and −1.47.

So −3/4 and −3/2 are the limits for large ξ₀ with the field still weak (η ≪ 1), and a measurement over a limited range need not give them precisely. The corrections quoted are for short-range centres held at fixed energy. If the strength of the centre is fixed instead, its level shifts. Near the centre ψ ∝ 1/r − [1/a + a³/(24λ⁴)], and keeping the bracket at its zero-field value lowers the decay rate by a³/(24λ⁴). That cancels the a³r term and makes the corrections somewhat smaller. The Coulomb tail of a real acceptor changes the local decay rate by a relative amount of order a/r, so it brings corrections of similar order.

**8. Where the model is safe, and where it is not**

The energy windows suit the two regimes. At 40 K the Mott band kTξ₀ is 92 meV, against a Coulomb gap of about 4 meV. The gap is estimated as the energy at which κ³E² reaches g, with κ = 12 and g = β(0)/(kT_M a³) ≈ 10¹⁹ per eV per cm³. This does require g to be nearly constant over some 90 meV on either side of the Fermi level. In the germanium case the band is 1.1 meV at 0.5 K. The Coulomb energy at the mean acceptor spacing, a rough measure of the gap, is 3.3 meV for 5×10¹⁶ acceptors per cm³.

The model also uses one localization length for every state in the band. For short-range centres this requires the binding energy ħ²/(2ma²) to be well above the band energy kTξ₀. With the values of a used here, m must be well below about 0.4 free-electron masses at the lower temperature of each example, and well below about 0.25 at the higher one (80 K and 1 K), where the band is wider. For gallium in germanium, a binding energy near 11 meV with a = 10 nm corresponds to m ≈ 0.035, which meets this. For amorphous silicon so small a mass is not assured, and that example shows only the scale of the effect. Otherwise a varies across the band, and the simple powers of T need not hold.

The weak-field expansion of the tail needs a²A² ≪ 1. At the longest allowed hop, r = aξ₀/2, this quantity is at most 6η. It reaches 0.22 for germanium at 0.5 K, where η = 0.036. At the mean critical length, s = 0.485, it is about 0.05. For the silicon case η is only 0.0017 at 40 K.

Real samples depart from the model in more serious ways:

- **Spin.** With a g-factor of 2, the Zeeman energy divided by kT is 0.34 for silicon at 40 K and 1.34 for germanium at 0.5 K. Where spin alignment restricts hops, its effect need not be small. Acceptor states in germanium also need not have a g-factor of 2.
- **Interference.** Taking r^(3/2)a^(1/2) as the area explored during a hop, the flux is 0.07 and 0.18 of h/e in the two cases. If interference between tunnelling paths changed ln R by an amount of that order, it would exceed the shrinkage term in both. That is an estimate of scale, not a calculation. In the germanium case at 0.5 K, a volume r²a around a typical hop holds about two other acceptors at the density quoted above. Scattering from them can also change the tail itself, which was derived for an isolated centre.
- **Localization length.** At fixed T_M or T_ES, a 10 % larger a raises the result by 46 %, because it enters as a⁴. An anisotropic or warped band has no single a, so the magnitude is much less certain than the power of T.
- **Measurability.** The factor exp(ξ₀) is about 4×10¹¹ for silicon at 40 K and 4×10¹⁰ for germanium at 0.5 K, so these resistances may be very hard to measure. Warming the sample helps, but it also increases the a/r corrections.

To look for the two laws, one should therefore hold B fixed, stay where the shift varies as B², and first establish the zero-field hopping law over the same temperature range. Agreement with the power of T alone would not show that shrinkage is the cause. The size of the effect should also agree with an independently estimated a. The remaining values are in the numerical output below.

Computed values

```
tail formula with a/r terms, max rel. error: 1.5e-07
tail / leading term at r/a=10,40,200: 1.1100, 1.0256, 1.0050
Mott simulation: xi hot, cold = 11.63, 23.26
Mott power of T in xi: -0.250
Mott power of T in ln R ratio: -0.75 +/- 0.02
Mott coefficient t: 0.00300
Mott half-size box, change of xi: 0.9 %
Mott half-size box, change of t: 7 %
Mott mean critical length 2r/(a xi): 0.734
ES simulation: xi hot, cold = 8.69, 34.94
ES power of T in xi: -0.502
ES power of T in ln R ratio: -1.49 +/- 0.03
ES coefficient t: 0.00099
ES half-size box, change of xi: 0.7 %
ES half-size box, change of t: -8 %
ES mean critical length 2r/(a xi): 0.485
Mott example: a=1 nm, T0=2e+07 K, B=10 T
Mott magnetic length: 8.11 nm; (a/lam)^4=2.308e-04
Mott 40 K: xi=26.59, ln R ratio=0.01302
   a/r terms add 16 %; eta=0.0017
Mott 80 K: xi=22.36, ln R ratio=0.00774
   a/r terms add 19 %; eta=0.0012
Mott local power of T with a/r terms: -0.71
Mott density of states: 1.06e+19 /(eV cm3)
Mott 40 K: band 91.66, gap 4.28 meV
Mott 40 K: critical hop length 9.8 nm
Mott 40 K: flux/(h/e)=0.0737, Zeeman/kT=0.34
ES example: a=10 nm, T0=300 K, B=0.5 T
ES magnetic length: 36.28 nm; (a/lam)^4=5.770e-03
ES 0.5 K: xi=24.49, ln R ratio=0.08396
   a/r terms add 24 %; eta=0.0361
ES 1 K: xi=17.32, ln R ratio=0.02969
   a/r terms add 36 %; eta=0.0180
ES local power of T with a/r terms: -1.37
ES acceptor density: 5.0e+16 cm^-3
ES k T0 a eps/e^2: 2.87
ES 0.5 K: band 1.06, gap 3.32 meV
ES 0.5 K: critical hop length 59.4 nm
ES 0.5 K: flux/(h/e)=0.1750, Zeeman/kT=1.34
10 % larger a at fixed T0: ln R ratio up 46 %
```
